# Reduced energy and length: nuclear stopping on one curve, part 2

Nuclear stopping is the mean energy loss of an ion in elastic, classical binary collisions with free atoms at rest, randomly placed with number density \(N\). The problem is whether one reduced curve serves all ion-target pairs.

Subscript 1 marks the ion and 2 the target atom, with atomic numbers \(Z_1,Z_2\) and masses \(M_1,M_2\). \(E\) is the laboratory energy, \(v\) the initial ion speed and \(x_{\rm p}\) the path length. Here \(e^2\) stands for \(e^2/(4\pi\varepsilon_0)\). The potential is \(V=(Z_1Z_2e^2/r)\,\phi(r/a)\), with \(\phi(0)=1\), screening length \(a\), separation \(r=ax\) and impact parameter \(p=ab\). The relative motion has mass \(\mu=\frac{M_1M_2}{M_1+M_2}\) and energy \(E_c=\tfrac12\mu v^2\). The centre-of-mass deflection is

\[
\theta(\varepsilon,b)=\pi-2b\int_{x_0}^{\infty}
\frac{dx}{x^2\sqrt{1-\dfrac{\phi(x)}{\varepsilon x}-\dfrac{b^2}{x^2}}} ,
\]

where \(x_0\) is the zero of the expression under the root. The reduced quantities and the stopping law are

\[
\varepsilon=\frac{aE_c}{Z_1Z_2e^2}
=\frac{aM_2}{Z_1Z_2e^2(M_1+M_2)}\,E ,
\]

\[
\rho=N\pi a^2\gamma x_{\rm p},\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2},
\]

\[
-\frac{d\varepsilon}{dx_{\rm p}}
=\frac{\varepsilon}{E}\,N S_n,
\]

\[
-\frac{d\varepsilon}{d\rho}=s_n(\varepsilon)
=\varepsilon\int_0^\infty\sin^2\frac{\theta}{2}\,d(b^2),\qquad
S_n=4\pi aZ_1Z_2e^2\frac{M_1}{M_1+M_2}\,s_n(\varepsilon).
\]

The loss per path length is \(NS_n\). The integral over \(b\) does not converge for the unscreened potential, \(\phi=1\). An unscreened head-on collision would stop at \(r=a/\varepsilon\).

In the example, N, Fe and W ions (14, 56 and 184 u) enter bcc-Fe in a random direction, with \(N=0.0846\ \text{Å}^{-3}\) and \(e^2=14.40\) eV Å. The model uses the Molière shape and Lindhard's screening length, with \(a_0\) the Bohr radius:

\[
\phi(x)=0.35\,e^{-0.3x}+0.55\,e^{-1.2x}+0.10\,e^{-6x},
\]

\[
a=\left(\frac{9\pi^2}{128}\right)^{1/3}
\frac{a_0}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}}.
\]

For N, Fe and W, \(E/\varepsilon\) is 24.7, 174 and 1302 keV, and \(S_n/s_n\) is 875, 6839 and 24337 eV Å\(^2\). Numerical integration gives this table:

| \(\varepsilon\) | \(s_n\) |
|---|---|
| 0.001 | 0.076 |
| 0.01 | 0.230 |
| 0.1 | 0.371 |
| 1 | 0.320 |
| 10 | 0.121 |
| 100 | 0.024 |

The highest point found is \(s_n=0.380\) at \(\varepsilon=0.198\).

**Q.** If I put the three ions at the same \(\varepsilon\), your formula returns the same \(s_n\) because you wrote it that way. That would prove nothing.

**A.** Agreed, so the comparison has to come from outside the formula. Newton's equations were solved for both particles in the laboratory frame, with forces in eV/Å and actual masses. The recoil energy was read from the final velocity of the target atom and summed over impact parameters. This calculation uses neither the deflection integral nor reduced variables in the motion.

At \(\varepsilon=0.2\) the laboratory energies are 4.93 keV for N, 34.8 keV for Fe and 260 keV for W. The trajectories give \(S_n=332.8\), 2601.2 and 9256.0 eV Å\(^2\). Dividing by the pair constants gives

\[
\frac{332.8}{875.1}=0.3803,\qquad
\frac{2601.2}{6839.4}=0.3803,\qquad
\frac{9256.0}{24336.8}=0.3803 .
\]

The cross-sections differ by a factor of about 28 between N and W, while the reduced values agree. The deflection integral also gives 0.3803. The test required agreement within one part in a thousand, relative to the integral. That tolerance covers the finite set of impact parameters and the finite flight paths.

**Q.** I object to the choice of 0.2. You said the maximum is at 0.198. The curve is flat there, so an error in the scale of \(\varepsilon\) would hardly show.

**A.** That is a fair weakness of this one comparison. It checks the height of the curve well and the energy scale poorly. A second comparison at a common laboratory energy of 50 keV repairs it, because the ions then sit at different places:

| Ion | \(\varepsilon\) | \(s_n\) | \(S_n\) (eV Å\(^2\)) |
|---|---|---|---|
| N | 2.03 | 0.260 | 228 |
| Fe | 0.287 | 0.377 | 2581 |
| W | 0.0384 | 0.330 | 8028 |

For Fe the steps are \(\varepsilon=50/174.1=0.287\) and \(S_n=6839\times0.3773\approx2581\) eV Å\(^2\). Direct trajectories agree with all three cross-sections within the same tolerance. For N they give 227.5 eV Å\(^2\).

Suppose the energy scale for N were wrong by a factor of two, so that we read the curve near \(\varepsilon=1\). We would then predict about \(875\times0.320=280\) eV Å\(^2\). The trajectories exclude that. Nitrogen tests the falling side of the curve and tungsten the rising side.

**Q.** What energy loss per length follows, and why is tungsten so far ahead?

**A.** Multiplying by \(N\) gives 19 eV/Å for N, 218 eV/Å for Fe and 679 eV/Å for W. For Fe this is about 2.2 keV/nm. These are mean nuclear losses, and they belong to the chosen shape and length: the Ziegler-Biersack-Littmark potential with its own screening length gives values lower by about 3% for N, 8% for Fe and 15% for W. The energy passed to electrons would have to be added, and it is not always a small correction. By the usual Lindhard-Scharff estimate it exceeds the nuclear loss for N at this energy, while for W it is a minor part.

The ratio of W to N is about 35, and the formula separates it into two parts. The pair constants contribute \(24337/875=27.8\). The positions on the curve contribute \(0.330/0.260=1.27\). Their product is 35.3. At this energy most of the difference therefore comes from the prefactor \(aZ_1M_1/(M_1+M_2)\), since \(Z_2\) is common to both ions.

**Q.** You have used one rule for \(a\). If that rule is inaccurate, does the collapse go with it?

**A.** The collapse survives, but the predicted stopping changes. The derivation never used a formula for \(a\). To test this, the W screening length was made 1.2 times larger while the shape was kept. At \(\varepsilon=0.2\) the laboratory energy drops to 217 keV, because \(E/\varepsilon\propto1/a\). The trajectory cross-section becomes 11107 eV Å\(^2\). Since \(S_n/s_n\propto a\),

\[
\frac{11107}{1.2\times24337}=0.3803 .
\]

The point has stayed on the curve. Collapse of calculated data therefore says nothing about whether \(a\) is right for a real pair.

**Q.** And if the shape is different?

**A.** Then \(s_n\) is in general a different function, because \(\phi\) appears inside the deflection integral. At \(\varepsilon=0.04\) the Molière shape gives \(s_n=0.332\), and the single exponential \(\phi=e^{-x}\) gives 0.138. The second value is 58% lower, relative to the first.

One qualification is needed. If two shapes differ by a mere stretch of \(x\), the stretch can be moved into \(a\), and they count as one shape. The single exponential and the three-term sum are not related in this way. Even so, one point could be brought into agreement by adjusting \(a\), so this number alone does not measure the distance between the two full curves. Real pairs have somewhat different electron clouds, and for them a common curve is an approximation.

**Q.** Earlier you said that the unscreened potential fails to converge. Yet at high energy the ion goes deep inside the cloud. Why can I not drop the screening there?

**A.** Because distant collisions are numerous, whatever the energy. Put \(\phi=1\) in the deflection integral and use \(w=1/x\), so that \(dx/x^2=-dw\). The sign reverses the limits:

\[
\theta=\pi-2b\int_0^{w_0}\frac{dw}{\sqrt{1-w/\varepsilon-b^2w^2}} .
\]

Define \(q=1/(2\varepsilon b)\) and complete the square:

\[
1-\frac{w}{\varepsilon}-b^2w^2=1+q^2-(bw+q)^2 .
\]

The cross term is right because \(2bwq=w/\varepsilon\). With \(y=bw+q\) and \(dy=b\,dw\), the upper limit is the zero of the root, \(y=\sqrt{1+q^2}\). Therefore

\[
\theta=\pi-2\int_q^{\sqrt{1+q^2}}\frac{dy}{\sqrt{1+q^2-y^2}}
=\pi-2\left[\frac{\pi}{2}-\arcsin\frac{q}{\sqrt{1+q^2}}\right].
\]

This leaves \(\sin(\theta/2)=q/\sqrt{1+q^2}\), or

\[
\sin^2\frac{\theta}{2}=\frac{q^2}{1+q^2}=\frac{1}{1+4\varepsilon^2b^2}.
\]

Collisions out to a cutoff \(b=B\) then contribute

\[
\varepsilon\int_0^{B^2}\frac{d(b^2)}{1+4\varepsilon^2b^2}
=\frac{\ln(1+4\varepsilon^2B^2)}{4\varepsilon}.
\]

This grows without limit as \(B\to\infty\). Each distant collision transfers little, but the rings of atoms grow in area just fast enough for the sum to diverge. Screening provides the cutoff.

**Q.** Can you find the cutoff without guessing it?

**A.** Yes, to leading order at large \(\varepsilon\). A distant collision bends the path little, so the sideways push can be evaluated along a straight line. Let \(z\) be the distance along it. The sideways force is \(-\partial V/\partial p\), it acts for a time \(dz/v\), and the resulting momentum is divided by \(\mu v\). Since \(\mu v^2=2E_c\),

\[
\theta\simeq-\frac{1}{2E_c}\frac{d}{dp}\int_{-\infty}^{\infty}V\,dz
=-\frac{1}{2\varepsilon}\frac{d}{db}
\int_{-\infty}^{\infty}\frac{\phi(x)}{x}\,d\zeta,
\]

with \(\zeta=z/a\) and \(x=\sqrt{b^2+\zeta^2}\). For one term \(e^{-dx}\) of \(\phi\), set \(\zeta=b\sinh t\). Then \(x=b\cosh t\) and \(d\zeta/x=dt\), so

\[
\int_{-\infty}^{\infty}\frac{e^{-dx}}{x}\,d\zeta
=\int_{-\infty}^{\infty}e^{-db\cosh t}\,dt=2K_0(db).
\]

The last equality is the integral form of the modified Bessel function \(K_0\), whose derivative is \(-K_1\). For \(\phi=\sum_ic_ie^{-d_ix}\) the deflection is thus

\[
\theta\simeq\frac{G(b)}{\varepsilon},\qquad
G(b)=\sum_ic_id_iK_1(d_ib).
\]

At small argument \(K_1(u)\simeq1/u\), so \(G\simeq1/b\) because the weights add to one. This gives \(\theta\simeq1/(\varepsilon b)\), which is also the small-angle limit of the Coulomb result. The two descriptions overlap for \(1/\varepsilon\ll b\ll1\).

Choose a joining point \(b_1\) in that interval. Inside it, the Coulomb result with \(2\varepsilon b_1\gg1\) gives \(\ln(2\varepsilon b_1)/(2\varepsilon)\). Outside it, \(\sin^2(\theta/2)\simeq G^2/(4\varepsilon^2)\) and \(d(b^2)=2b\,db\) give

\[
\varepsilon\int_{b_1}^{\infty}\frac{G^2}{4\varepsilon^2}\,2b\,db
=\frac{1}{2\varepsilon}\int_{b_1}^{\infty}bG^2\,db .
\]

Adding the two parts,

\[
s_n(\varepsilon)\simeq\frac{\ln(2\varepsilon)+L}{2\varepsilon},\qquad
L=\lim_{b_1\to0}\left[\ln b_1+\int_{b_1}^{\infty}bG^2\,db\right].
\]

The limit exists because \(bG^2\simeq1/b\) near zero, and its logarithm cancels \(\ln b_1\). For the Molière shape \(L=-0.463\).

**Q.** How large must \(\varepsilon\) be before I may use this?

**A.** Relative to the full integral, the law is 4.6% too high at \(\varepsilon=10\), 0.9% at 100 and 0.1% at 1000. These figures compare two forms of the same point-charge model. For real pairs there is also an upper limit: at \(\varepsilon=1000\) the head-on distance \(a/\varepsilon\) is about 9 fm for W in Fe, less than the sum of the nuclear radii of about 11 fm, so the potential no longer applies to the closest collisions. In this regime the shape enters through the constant \(L\) alone, so its influence weakens compared with the growing logarithm. The stopping cross-section falls with energy as \((\ln E+\text{constant})/E\).

**Q.** That explains the fall. Why does the curve also drop at low energy, where collisions are more violent?

**A.** They are more violent in angle, but there is less energy to transfer. The factor \(\varepsilon\) in \(s_n\) expresses this. The remaining integral is roughly the area \(b_*^2\) within which deflections are large. An estimate of its edge is \(G(b_*)\sim\varepsilon\). For an exponential tail \(b_*\) grows only like \(\ln(1/\varepsilon)\), so \(s_n\) behaves roughly as \(\varepsilon\ln^2(1/\varepsilon)\) and tends to zero. This is a scaling estimate for the limit \(\varepsilon\to0\), and the curve approaches it slowly. It should not be used to extrapolate the table: the ratio of \(s_n\) to \(\varepsilon\ln^2(1/\varepsilon)\) still changes from 1.1 at \(\varepsilon=0.01\) to 1.6 at 0.001.

A positive continuous curve that vanishes at both ends has a maximum between them. Its common position, \(\varepsilon=0.198\), gives each ion its own peak energy through \(E=0.198\,(E/\varepsilon)\). The results are 4.9 keV for N, 34 keV for Fe and 258 keV for W. These are values for the Molière shape with Lindhard's length. The maximum is flat, with \(s_n\) within 1% of its peak from \(\varepsilon=0.14\) to 0.28, so its position is sensitive to the model: the Ziegler-Biersack-Littmark potential puts it at about 8, 55 and 380 keV. As a test, nitrogen trajectories at half and at twice the peak energy gave smaller cross-sections than at the peak.

**Q.** Does electronic stopping join the same curve?

**A.** Not in general. Suppose its cross-section is proportional to velocity, \(S_e=K\sqrt E\), with \(K\) depending on the pair. Write \(E=E_1\varepsilon\), where \(E_1=E/\varepsilon\) is the pair's energy unit. The same conversion as before gives

\[
-\left(\frac{d\varepsilon}{d\rho}\right)_e
=\frac{\varepsilon}{E}\,\frac{K\sqrt E}{\pi a^2\gamma}
=\frac{K}{\pi a^2\gamma\sqrt{E_1}}\,\sqrt\varepsilon .
\]

The power of \(\varepsilon\) is common, but the coefficient retains pair constants. The total loss is then a family of curves labelled by that coefficient.

**Q.** Where should I stop trusting the nuclear part?

**A.** Where its assumptions fail. If the ion interacts strongly with several atoms at once, binary collisions are a poor description, and slow ions are the obvious concern. At \(\varepsilon=0.001\), impact parameters beyond half the neighbour distance in iron, 1.24 Å, supply about 31% of the loss for N, 18% for Fe and 7% for W, so the lowest row of the table is outside the binary picture for this target. At 50 keV that share is about 0.1% or less. Along open crystal directions the impact parameters are not random. Classical deflection also needs the sideways momentum \(\mu v\theta\) to exceed the quantum spread \(\hbar/p\) that comes with defining the impact parameter. With screening, \(\theta\) falls exponentially at large \(p\), so the most distant collisions violate this condition. The values behind the nuclear stopping comparisons in this half are in the numerical output below.

## Table of computed values

```
INPUTS
e^2/(4 pi eps0) = 14.3996 eV A; Bohr radius = 0.52918 A
Fe lattice parameter (rough) = 2.87 A
Fe atomic density = 0.08460 atoms/A^3
N: Z1 = 7, M1 = 14 u, a = 0.1329 A, gamma = 0.6400
  E/eps = 24.66 keV, S_n/s_n = 875.1 eV A^2
  rho/x = 0.003002 per A
Fe: Z1 = 26, M1 = 56 u, a = 0.1118 A, gamma = 1.0000
  E/eps = 174.10 keV, S_n/s_n = 6839.4 eV A^2
  rho/x = 0.003324 per A
W: Z1 = 74, M1 = 184 u, a = 0.0912 A, gamma = 0.7156
  E/eps = 1302.24 keV, S_n/s_n = 24336.8 eV A^2
  rho/x = 0.001581 per A
UNIVERSAL CURVE, Moliere shape (dimensionless)
eps = 0.001: s_n = 0.07601
eps = 0.01: s_n = 0.22978
eps = 0.1: s_n = 0.37112
eps = 1: s_n = 0.31987
eps = 10: s_n = 0.12104
eps = 100: s_n = 0.02395
COLLAPSE at eps = 0.2: s_n from integral = 0.38033
N: E = 4.93 keV, S_n(traj) = 332.8 eV A^2
  -d eps/d rho (traj) = 0.38033
Fe: E = 34.82 keV, S_n(traj) = 2601.2 eV A^2
  -d eps/d rho (traj) = 0.38033
W: E = 260.45 keV, S_n(traj) = 9256.0 eV A^2
  -d eps/d rho (traj) = 0.38033
W, a times 1.2: E = 217.04 keV, S_n(traj) = 11107.3 eV A^2
  -d eps/d rho (traj) = 0.38033
SAME LABORATORY ENERGY, E = 50 keV
N: eps = 2.0277, s_n = 0.26004
  S_n = 227.6 (traj 227.5) eV A^2, -dE/dx = 19.25 eV/A
Fe: eps = 0.2872, s_n = 0.37734
  S_n = 2580.8 (traj 2580.8) eV A^2, -dE/dx = 218.34 eV/A
W: eps = 0.0384, s_n = 0.32987
  S_n = 8028.1 (traj 8028.1) eV A^2, -dE/dx = 679.20 eV/A
MAXIMUM: eps = 0.198, s_n = 0.38033
N: nuclear stopping peaks at E = 4.9 keV
Fe: nuclear stopping peaks at E = 34.5 keV
W: nuclear stopping peaks at E = 257.8 keV
HIGH-ENERGY LAW: L = -0.4633
eps = 10: law 0.126619, integral 0.121038
eps = 100: law 0.024175, integral 0.023952
eps = 1000: law 0.003569, integral 0.003565
OTHER SHAPE at eps = 0.04: Moliere s_n = 0.33227, phi = exp(-x) s_n = 0.13797
```
